# Gas heating at fixed pressure: neutral density, collision rates and reduced field: a program that tests the result

```python
"""Gas heating at fixed pressure: density, collision rates and reduced field.

Result under test: n = p/(k_B T). At fixed pressure p, heating lowers the
neutral density n as 1/T and the hard-sphere collision frequency as T**(-1/2).
At fixed electric field E it raises E/n as T. A self-sustained column instead
readjusts E, and its E/n follows from ionization balancing diffusion.
T: gas temperature; m, sigma: neutral mass and collision cross section;
kappa: thermal conductivity; q: gas heating per volume; L: plate gap.
All parameters are round model values in SI units unless a name says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import dblquad, quad, solve_bvp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

kB, e, me = const.k, const.e, const.m_e
Td = 1e-21
p, L, T_wall = 100.0, 0.04, 300.0
q, kappa_wall = 5.0e4, 0.018
mass_u = 40.0
m = mass_u * const.atomic_mass
sigma = 4.0e-19
E_act_eV = 0.2
E_act = E_act_eV * e
E_field = 1000.0
sigma_e, loss_fraction = 1.0e-19, 0.1
k0, B = 1.0e-14, 400.0 * Td
G = 1.0e22


def density(T):
    return p / (kB * T)


def neutral_frequency(T):
    return 4 * sigma * p / np.sqrt(np.pi * m * kB * T)


def free_path(T):
    return kB * T / (np.sqrt(2) * sigma * p)


def reaction_frequency(T):
    return neutral_frequency(T) * np.exp(-E_act / (kB * T))


def temperature(x):
    return T_wall * (1 + 3*q*x*(L-x) / (4*kappa_wall*T_wall))**(2/3)


def ionization_coefficient(reduced_field):
    return k0 * np.exp(-B / reduced_field)


T_hot = temperature(L / 2)
theta = T_hot / T_wall
n_cold, n_hot = density(T_wall), density(T_hot)

# Wall momentum flux and pair collision rate from Maxwell distributions.
for T in (T_wall, T_hot):
    width = np.sqrt(kB * T / m)

    def component_pdf(v):
        return np.exp(-v*v / (2*width**2)) / (width*np.sqrt(2*np.pi))

    def speed_pdf(v):
        return np.sqrt(2/np.pi) * v*v/width**3 * np.exp(-v*v/(2*width**2))

    flux = quad(lambda v: 2*m*v*v*density(T)*component_pdf(v),
                0, 12*width, epsabs=0, epsrel=1e-9)[0]
    assert abs(flux/p - 1) < 1e-7
    # For fast >= slow, the angle-averaged relative speed is
    # fast + slow**2/(3 fast); the factor 2 covers the other ordering.
    relative_speed = 2 * dblquad(
        lambda slow, fast: speed_pdf(fast)*speed_pdf(slow)
        * (fast + slow*slow/(3*fast)),
        0, 12*width, lambda fast: 0, lambda fast: fast)[0]
    rate = density(T) * sigma * relative_speed
    assert abs(rate/neutral_frequency(T) - 1) < 1e-6
    assert abs(relative_speed/rate / (np.sqrt(2)*free_path(T)) - 1) < 1e-6


def reaction_by_quadrature(T):
    """Average the threshold cross section over relative speeds."""
    reduced_mass = m / 2
    width = np.sqrt(kB*T/reduced_mass)
    threshold = np.sqrt(2*E_act/reduced_mass)

    def integrand(v):
        pdf = np.sqrt(2/np.pi)*v*v/width**3*np.exp(-v*v/(2*width**2))
        return (1 - E_act/(0.5*reduced_mass*v*v))*v*pdf

    mean = quad(integrand, threshold, threshold+12*width,
                epsabs=0, epsrel=1e-10)[0]
    return density(T)*sigma*mean


for T in (T_wall, T_hot):
    assert abs(reaction_by_quadrature(T)/reaction_frequency(T) - 1) < 1e-6
T_turn = 2*E_act/kB
peak_rate = reaction_by_quadrature(T_turn)
assert peak_rate > reaction_by_quadrature(0.9*T_turn)
assert peak_rate > reaction_by_quadrature(1.1*T_turn)

# Numerical heat equation in scaled distance, temperature and heat flux.
source = q*L**2/(kappa_wall*T_wall)
s = np.linspace(0, 1, 101)
heat = solve_bvp(
    lambda z, y: np.vstack((y[1]/np.sqrt(np.maximum(y[0], 0.1)),
                            -source*np.ones_like(z))),
    lambda left, right: np.array([left[0]-1, right[0]-1]),
    s, np.vstack((1+4*s*(1-s), source*(0.5-s))), tol=1e-7)
assert heat.success
assert np.max(np.abs(T_wall*heat.sol(s)[0]/temperature(s*L)-1)) < 1e-5

# Open gap at fixed pressure, then sealed gap at fixed particle number.
mean_inverse_T = quad(lambda x: 1/temperature(x), 0, L)[0]/L
mean_T = quad(temperature, 0, L)[0]/L
n_mean = p*mean_inverse_T/kB
p_sealed = n_cold*kB/mean_inverse_T
n_sealed_center = p_sealed/(kB*T_hot)
counted = quad(lambda z: p_sealed/(kB*T_wall*heat.sol(z)[0]), 0, 1,
               epsabs=0, epsrel=1e-8)[0]
assert abs(counted/n_cold - 1) < 1e-5


def electron_energy(n, field, seed):
    """Monte Carlo mean energy in eV, isotropic scattering with energy loss."""
    rng = np.random.default_rng(seed)
    count, steps, dt = 5000, 5000, 3e-11
    velocity = rng.normal(size=(3, count))
    velocity *= np.sqrt(2*e/me)/np.sqrt(np.sum(velocity**2, axis=0))
    half_kick = 0.5*e*field/me*dt
    total = 0.0
    for step in range(steps):
        velocity[2] += half_kick
        speed = np.sqrt(np.sum(velocity**2, axis=0))
        probability = 1-np.exp(-n*sigma_e*speed*dt)
        hit = np.nonzero(rng.random(count) < probability)[0]
        cosine = 2*rng.random(hit.size)-1
        sine = np.sqrt(1-cosine**2)
        angle = 2*np.pi*rng.random(hit.size)
        after = speed[hit]*np.sqrt(1-loss_fraction)
        velocity[0, hit] = after*sine*np.cos(angle)
        velocity[1, hit] = after*sine*np.sin(angle)
        velocity[2, hit] = after*cosine
        velocity[2] += half_kick
        if step >= steps//2:
            total += np.mean(np.sum(velocity**2, axis=0))
    return 0.5*me*total/(steps-steps//2)/e


energy_cold = electron_energy(n_cold, E_field, 11)
energy_hot = electron_energy(n_hot, E_field, 22)
energy_matched = electron_energy(n_hot, E_field/theta, 33)
# Tolerance covers sampling noise and the finite time step.
assert abs(energy_hot/energy_cold/theta - 1) < 0.03
assert abs(energy_matched/energy_cold - 1) < 0.03

# Ionization response to gas temperature at fixed pressure and field.


def ionization_frequency(T):
    return density(T)*ionization_coefficient(E_field/density(T))


for T in (T_wall, T_hot):
    step = 1e-4
    slope = (np.log(ionization_frequency(T*np.exp(step)))
             - np.log(ionization_frequency(T*np.exp(-step))))/(2*step)
    assert abs(slope - (B*density(T)/E_field-1)) < 1e-5

# Column field: zero growth rate of the discretized diffusion operator.


def column_reduced_field(n):
    return B/np.log(k0*(n*L/np.pi)**2/G)


points = 300
h = L/(points+1)
laplace_top = eigh_tridiagonal(
    -2*np.ones(points)/h**2, np.ones(points-1)/h**2,
    eigvals_only=True, select="i", select_range=(points-1, points-1))[0]
column_fields = []
for n in (n_cold, n_hot):
    field = brentq(lambda F: n*ionization_coefficient(F/n)
                   + G/n*laplace_top, 5*Td*n, 300*Td*n)
    assert abs(field/n/column_reduced_field(n)-1) < 1e-4
    column_fields.append(column_reduced_field(n)*n)
assert column_fields[1] < column_fields[0]
assert column_reduced_field(n_hot) > column_reduced_field(n_cold)

electron_speed = np.sqrt(2*3*e/me)
print(f"Pressure: {p:.0f} Pa; gap: {L:.2f} m")
print(f"Wall temperature: {T_wall:.0f} K; heating: {q:.0f} W/m^3")
print(f"Wall conductivity: {kappa_wall:.3f} W/(m K)")
print(f"Neutral mass: {mass_u:.0f} u; cross section: {sigma:.1e} m^2")
print(f"Central temperature: {T_hot:.1f} K; ratio theta: {theta:.4f}")
print(f"Gap-mean temperature: {mean_T:.1f} K")
print(f"Density at wall: {n_cold:.4e} m^-3")
print(f"Density at center: {n_hot:.4e} m^-3")
print(f"Gap-mean density: {n_mean:.4e} m^-3")
print(f"Density from mean temperature: {density(mean_T):.4e} m^-3")
for label, T in (("wall", T_wall), ("center", T_hot)):
    print(f"Neutral collision frequency, {label}: "
          f"{neutral_frequency(T):.4e} s^-1")
    print(f"Neutral mean free path, {label}: {free_path(T):.4e} m")
    print(f"Mean free path / gap, {label}: {free_path(T)/L:.5f}")
    print(f"3 eV electron collision frequency, {label}: "
          f"{density(T)*sigma_e*electron_speed:.4e} s^-1")
    print(f"Activated reaction frequency, {label}: "
          f"{reaction_frequency(T):.4e} s^-1")
    print(f"Reduced field at fixed E, {label}: "
          f"{E_field/density(T)/Td:.2f} Td")
    print(f"Ionization frequency at fixed E, {label}: "
          f"{ionization_frequency(T):.4e} s^-1")
print(f"Neutral frequency ratio, center/wall: {theta**-0.5:.4f}")
print(f"Reaction frequency ratio, center/wall: "
      f"{reaction_frequency(T_hot)/reaction_frequency(T_wall):.2f}")
print(f"Ionization frequency ratio, center/wall: "
      f"{ionization_frequency(T_hot)/ionization_frequency(T_wall):.1f}")
print(f"Activation energy: {E_act_eV:.1f} eV; turnover: {T_turn:.0f} K")
print(f"Applied field: {E_field:.0f} V/m")
print(f"Electron cross section: {sigma_e:.1e} m^2")
print(f"Electron energy-loss fraction: {loss_fraction:.2f}")
print(f"Monte Carlo energy, cold gas: {energy_cold:.2f} eV")
print(f"Monte Carlo energy, hot gas, same E: {energy_hot:.2f} eV")
print(f"Monte Carlo energy, hot gas, same E/n: {energy_matched:.2f} eV")
print(f"Sealed-gap pressure: {p_sealed:.1f} Pa")
print(f"Sealed-gap central density: {n_sealed_center:.4e} m^-3")
print(f"Ionization model k0: {k0:.1e} m^3/s; B: {B/Td:.0f} Td")
print(f"Diffusion constant G = n D_a: {G:.1e} m^-1 s^-1")
for label, n, field in zip(("cold", "hot"), (n_cold, n_hot), column_fields):
    print(f"Column field, {label} gas: {field:.1f} V/m")
    print(f"Column reduced field, {label} gas: {field/n/Td:.2f} Td")
print(f"Hot column E divided by cold n: "
      f"{column_fields[1]/n_cold/Td:.2f} Td")
print("all tests passed")
```

Printed output:

```
Pressure: 100 Pa; gap: 0.04 m
Wall temperature: 300 K; heating: 50000 W/m^3
Wall conductivity: 0.018 W/(m K)
Neutral mass: 40 u; cross section: 4.0e-19 m^2
Central temperature: 727.7 K; ratio theta: 2.4256
Gap-mean temperature: 596.8 K
Density at wall: 2.4143e+22 m^-3
Density at center: 9.9534e+21 m^-3
Gap-mean density: 1.2815e+22 m^-3
Density from mean temperature: 1.2136e+22 m^-3
Neutral collision frequency, wall: 5.4424e+06 s^-1
Neutral mean free path, wall: 7.3220e-05 m
Mean free path / gap, wall: 0.00183
3 eV electron collision frequency, wall: 2.4802e+09 s^-1
Activated reaction frequency, wall: 2.3765e+03 s^-1
Reduced field at fixed E, wall: 41.42 Td
Ionization frequency at fixed E, wall: 1.5441e+04 s^-1
Neutral collision frequency, center: 3.4944e+06 s^-1
Neutral mean free path, center: 1.7760e-04 m
Mean free path / gap, center: 0.00444
3 eV electron collision frequency, center: 1.0225e+09 s^-1
Activated reaction frequency, center: 1.4396e+05 s^-1
Reduced field at fixed E, center: 100.47 Td
Ionization frequency at fixed E, center: 1.8573e+06 s^-1
Neutral frequency ratio, center/wall: 0.6421
Reaction frequency ratio, center/wall: 60.57
Ionization frequency ratio, center/wall: 120.3
Activation energy: 0.2 eV; turnover: 4642 K
Applied field: 1000 V/m
Electron cross section: 1.0e-19 m^2
Electron energy-loss fraction: 0.10
Monte Carlo energy, cold gas: 0.79 eV
Monte Carlo energy, hot gas, same E: 1.90 eV
Monte Carlo energy, hot gas, same E/n: 0.79 eV
Sealed-gap pressure: 188.4 Pa
Sealed-gap central density: 1.8753e+22 m^-3
Ionization model k0: 1.0e-14 m^3/s; B: 400 Td
Diffusion constant G = n D_a: 1.0e+22 m^-1 s^-1
Column field, cold gas: 843.0 V/m
Column reduced field, cold gas: 34.92 Td
Column field, hot gas: 411.1 V/m
Column reduced field, hot gas: 41.30 Td
Hot column E divided by cold n: 17.03 Td
all tests passed
```
